# Arsenic Can Be Reflected from Silicon by Successive Collisions

A single elastic collision with a silicon atom at rest can deflect an arsenic ion by at most about 22°. It does not follow that silicon never reflects arsenic. Deflections add, and in a random-solid model with flights of fixed length a 1 keV arsenic ion at normal incidence is reflected with a probability of about \(4\times10^{-6}\); other rules for the flight length raise this by up to a factor of ten. The uncertainty of the model is larger than the statistical error of this number, but within the model the probability is strictly positive, as one explicit path shows.

## The model and one collision

The ion has mass \(M_1=74.92\) u, the silicon atom has the mean mass \(M_2=28.09\) u, and \(A=M_2/M_1=0.3749\). Target atoms are at rest, collisions are elastic and involve two bodies at a time. Let \(v\) be the ion's speed before a collision. The centre of mass moves at \(v/(1+A)\). Relative to it the ion has speed

\[
v-\frac{v}{1+A}=\frac{Av}{1+A},
\]

and an elastic collision rotates this relative velocity by an angle \(\theta\) without changing its length. With \(\psi\) the deflection in the laboratory, the components of the final velocity along and across the initial direction give

\[
\tan\psi=\frac{A\sin\theta}{1+A\cos\theta},\qquad
\frac{E'}{E}=\frac{1+2A\cos\theta+A^2}{(1+A)^2}. \tag{1}
\]

The angle \(\theta\) follows from the impact parameter \(p\) and the energy of relative motion \(E_c=EA/(1+A)\). For relative speed \(v\), conservation of angular momentum and energy gives \(\dot\varphi=vp/r^2\) and \(\dot r^2=v^2(1-V/E_c-p^2/r^2)\). Dividing one by the other and integrating out from the closest approach \(r_0\), twice by symmetry, yields

\[
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}} . \tag{2}
\]

Here \(V\) is the universal (ZBL) screened Coulomb repulsion, with screening length 0.0115 nm. Direct integration of Newton's equations for both atoms at 1 keV agrees with (1) and (2). It gives, for example, a deflection of 21.83° at \(p=0.03\) nm and 7.49° at \(p=0.10\) nm.

The solid fills \(x>0\) with randomly placed atoms of density \(N=49.94\ \text{nm}^{-3}\). The ion flies a fixed distance \(\lambda=N^{-1/3}=0.2716\) nm between encounters. The fixed length is a convention: atoms placed independently of one another would give exponentially distributed flights. The largest impact parameter follows from requiring one atom per flight cylinder:

\[
N\pi p_{\max}^2\lambda=1\quad\Rightarrow\quad p_{\max}=0.1532\ \text{nm}.
\]

The first flight is a uniformly distributed fraction of \(\lambda\), starting at \(x=-p_{\max}\). Impact points are uniform over the disc of radius \(p_{\max}\), and an encounter counts if its atom lies at \(x>0\). A planar barrier \(U=4\) eV is gained on entry and paid on exit. The ion therefore starts inside with \(E_0+U=1004\) eV. It escapes if it passes outward through \(x=-p_{\max}\) with \(Eu_x^2>U\), where \(u_x\) is the cosine between its direction and the inward normal. An ion that fails this test is mirrored back towards the solid, and an ion counts as stopped once its energy has fallen to \(U\).

## A path that returns

Take twelve collisions, each turning the ion by 15° in the same plane and in the same sense. Together they turn it by 180°.

**Energy.** Write \(w=(1+A)v'/v\) for the scaled final speed. The law of cosines in the velocity triangle reads

\[
A^2=w^2+1-2w\cos\psi
\quad\Rightarrow\quad
w=\cos\psi\pm\sqrt{A^2-\sin^2\psi}.
\]

The plus sign is the soft collision, because it gives \(w=1+A\), no energy loss, at \(\psi=0\). The retained fraction is then

\[
K(\psi)=\left[\frac{\cos\psi+\sqrt{A^2-\sin^2\psi}}{1+A}\right]^2. \tag{3}
\]

At 15°,

\[
K=\left[\frac{0.9659+\sqrt{0.1406-0.0670}}{1.3749}\right]^2=0.810 .
\]

After twelve collisions the energy is \(1004\,K^{12}=79.7\) eV, well above the barrier.

**Impact parameters.** The components of the two partial velocities perpendicular to the final velocity must cancel. Hence \(\sin\psi=A\sin(\theta-\psi)\), and on the soft branch

\[
\theta=\psi+\arcsin\frac{\sin\psi}{A}=15^\circ+43.65^\circ=58.65^\circ .
\]

Solving (2) for \(p\) at each of the twelve energies gives values between 0.068 and 0.121 nm. All are smaller than \(p_{\max}\), so the model supplies such encounters.

**Position.** Let the first collision occur at depth \(\lambda/4=0.068\) nm. The model allows this, because the first flight ends anywhere between \(-p_{\max}=-0.153\) nm and \(\lambda-p_{\max}=0.118\) nm. After the \(k\)th collision the ion moves at \(15k\) degrees to the inward normal, so at the twelfth collision its depth is

\[
x_{12}=\frac{\lambda}{4}+\lambda\sum_{k=1}^{11}\cos(15^\circ k)=\frac{\lambda}{4}.
\]

The sum vanishes because the terms \(k\) and \(12-k\) cancel and the term \(k=6\) is zero. The deepest point is reached after five deflected flights:

\[
\lambda\left(0.25+0.966+0.866+0.707+0.500+0.259\right)\approx0.96\ \text{nm}.
\]

The last flight points straight outward and ends at \(\lambda/4-\lambda=-0.204\) nm. This is beyond \(-p_{\max}\), where no atom is within reach.

**Struck atoms.** The part of each push perpendicular to the incoming path has no inward component, since it turns the ion towards the outside. The repelling atom sits on the opposite side of the path, so it is at least as deep as the ion and lies inside the solid. The ion escapes.

## Why one path implies a positive probability

A single path with prescribed real-valued parameters has probability zero. This one, however, satisfies all its conditions as strict inequalities:

- every impact parameter is below \(p_{\max}\);
- every struck atom has \(x>0\);
- the final position is beyond \(-p_{\max}\);
- the final energy of outward motion exceeds \(U\).

Energies, directions and positions depend continuously on the starting depth, the impact parameters and the azimuths. All sufficiently small changes of these quantities therefore preserve the inequalities. In the model each quantity has a positive probability density near its chosen value, so this neighbourhood has positive probability, and so has reflection.

As an illustration, 2000 paths were drawn with impact parameters varied by up to 0.1%, azimuths by up to 0.5° and the starting depth by up to 1% of \(\lambda\). All escaped. The probability of that parameter box is about \(10^{-66.5}\). This says nothing about the size of the reflection probability, which sums over all returning paths.

## The general statement

For an ion heavier than the target atoms, \(A<1\), with atoms at rest and elastic binary collisions:

1. One collision deflects by at most \(\psi_{\max}=\arcsin A\).
2. Reflection at normal incidence needs \(n\psi_{\max}>90^\circ\).
3. Turning by at least \(\Theta\) in \(n\) collisions, with \(\Theta/n\le\psi_{\max}\), leaves at most the fraction \(K(\Theta/n)^n\) of the energy.
4. In the random solid described above, reflection has positive probability whenever one returning path satisfies the escape conditions as strict inequalities.

**Proof of 1.** The square root in the solution for \(w\) is real only if \(\sin\psi\le A\). Since \(A<1\), equation (1) has a positive denominator, so \(\psi\) stays below 90° and \(\psi\le\arcsin A\). Equality requires \(w=\cos\psi=\sqrt{1-A^2}\). By (1), \(w^2=1+2A\cos\theta+A^2\), hence \(\cos\theta=-A\). The retained fraction is then

\[
\frac{1-A^2}{(1+A)^2}=\frac{1-A}{1+A}.
\]

For arsenic on silicon the limit is 22.02°, with 45% of the energy retained. A head-on collision does not reverse the ion either: at \(\theta=180^\circ\) it continues forward with speed \(v(1-A)/(1+A)\).

**Proof of 2.** Directions are points on a unit sphere, and a deflection is the arc between two of them. By the triangle inequality, the angle between the first and last directions is at most the sum of the deflections. An outward direction makes more than 90° with the inward normal. Four collisions reach at most \(4\times22.02^\circ=88.1^\circ\), so at least five are needed. A full 180° turn needs at least nine.

The number five belongs to the mean silicon mass. For the isotopes of mass 28.976 u and 29.974 u the limits are 22.75° and 23.58°, and four collisions with such atoms can turn the ion past 90°. The outward energy then left is well below the 4 eV barrier, so the ion still does not escape.

**Proof of 3.** Let \(S=\sqrt{A^2-\sin^2\psi}\), so that \(w=\cos\psi+S\). Then

\[
\frac{dw}{d\psi}=-\sin\psi-\frac{\sin\psi\cos\psi}{S}=-\frac{w\sin\psi}{S},
\qquad
\frac{d\ln K}{d\psi}=\frac{2}{w}\frac{dw}{d\psi}=-\frac{2\sin\psi}{S}. \tag{4}
\]

Between 0 and \(\psi_{\max}\) the numerator \(\sin\psi\) grows and \(S\) shrinks. The slope is negative and becomes steeper, so \(\ln K\) is decreasing and concave. If the deflections \(\psi_i\) turn the ion by at least \(\Theta\), their sum is at least \(\Theta\), and

\[
\sum_{i=1}^n\ln K(\psi_i)\le n\ln K\!\left(\frac1n\sum_i\psi_i\right)\le n\ln K\!\left(\frac{\Theta}{n}\right).
\]

The first step uses concavity and the second uses the decrease of \(K\). Hard collisions, with the minus sign in \(w\), retain less energy at the same \(\psi\), so they cannot break the bound. Equal soft deflections in one plane attain it.

**Proof of 4.** The continuity argument given for the half-circle used no property of that path beyond its strict inequalities.

For small deflections \(S\to A\), and integrating (4) gives \(\ln K\approx-\psi^2/A\). Hence

\[
K(\Theta/n)^n\approx\exp\!\left(-\frac{\Theta^2}{nA}\right)\to1\qquad(n\to\infty).
\]

For a 90° turn, the best retained fraction is 0.19 with five collisions, 0.50 with ten and 0.88 with fifty. Many gentle deflections are cheap in energy, but they must conspire in direction. The same ion must also return to the surface before it has slowed down too far.

## How large the probability is

To sum over all paths, ions were followed through random encounters. Ions whose estimated chance of returning had risen were copied, with their statistical weight reduced so that the mean is unchanged. The result at 1 keV and normal incidence is

\[
R=(3.6\pm0.4)\times10^{-6},
\]

where the error is one statistical standard error. It rests on 106 of 24,000 starting ions that had reflected descendants.

The reflected ions had on average 15 encounters, weak ones included, and none in this run had fewer than 10. Five is thus a kinematic bound and not a typical number. Their mean energy outside the surface is 6.7 eV, so inside it was about 11 eV. That is less than three times the barrier, whereas the ion on the half-circle keeps about twenty times the barrier.

The value of \(R\) is sensitive to details of the model. Each row below changes one assumption and keeps the others fixed.

| Change | \(R\) (\(10^{-6}\)) |
|---|---|
| electronic drag added | \(1.5\pm0.4\) |
| outgoing paths start farther back, by the hard-sphere distance \(p\tan(\theta/2)\), of which the ZBL potential gives about 65% at 1 keV and 85% at 11 eV | \(1.3\pm0.3\) |
| flights halved, \(p_{\max}\) widened to match | \(8.7\pm1.1\) |
| surface barrier halved | \(9.7\pm2.4\) |

These runs span \(1.3\times10^{-6}\) to \(9.7\times10^{-6}\). The span is not a bound on the model error. \(R\) is not converged in the flight length: flights of \(\lambda/4\), with \(p_{\max}\) widened to match, give about \(1.6\times10^{-5}\). Exponentially distributed flights of mean \(\lambda\) give about \(3.8\times10^{-5}\), ten times the fixed-flight value, with a mean exit energy of 16 eV. Near 10 eV an ion interacts with several atoms at once and feels chemical attraction. The model omits the first effect and represents the second only by the planar surface barrier. The cut at \(p_{\max}\) matters too. At 11 eV an encounter at that distance still deflects the ion by about 19°, yet all more distant ones are ignored.

Tilting the beam changes the picture. At 60° from the normal, a turn of just over 30° would suffice without the barrier. With the barrier, two equal soft collisions must turn the ion by about 35°. This is within their limit of 44°, and \(R\) rises to about 0.07. Runs with and without copying give \(0.074\pm0.002\) and \(0.071\pm0.001\). Beyond a tilt of \(90^\circ-22.02^\circ=67.98^\circ\), one collision can suffice kinematically if the barrier is neglected. At 80° the model reflects 63% of the ions.

A control run at normal incidence keeps the potential, the 1 keV energy and the barrier, but gives the projectile a mass of 14 u. Now \(A>1\), a single collision can reverse the motion, and \(R\) is 0.12, more than ten thousand times larger. Changing the mass also changes the energy transfer and the energy of relative motion. The comparison therefore shows the effect of the mass as a whole, not of the angular limit alone.

## Beside a real implant

An energy of 1 keV and a dose of \(10^{15}\ \text{cm}^{-2}\) are in the range used for very shallow source and drain extensions. The model would return \(3.6\times10^{9}\ \text{cm}^{-2}\) of that dose, a negligible loss. It is a simplified picture of amorphized silicon with a flat, clean surface, and the fixed flight length is its only trace of the short-range order of the atoms. In a crystal the regular positions of the atoms correlate successive collisions. The random-solid value should not be carried over, and the change was not calculated. The implanted arsenic matters too. Spread over twice the mean stopping depth of 3.8 nm, the full dose gives roughly 0.03 arsenic atoms per silicon atom. An arsenic atom struck by arsenic has \(A=1\), which raises the angular limit to 90°. The effect of this minority on \(R\) was not calculated. The quoted value therefore applies to the first ions entering pure silicon, and the reflected dose assumes that it stays constant. Arsenic sputtered out after coming to rest is a separate loss, not included here. The numerical output gives the remaining inputs and intermediate values.

## Calculated quantities

```
masses As, Si: 74.92, 28.09 u; ratio A = 0.3749
energy 1000 eV; surface barrier 4.0 eV; dose 1.0e+15 cm^-2
silicon density 49.94 nm^-3; flight 0.2716 nm; largest p 0.1532 nm
ZBL screening length 0.01151 nm
largest single deflection 22.02 deg
tilt beyond which one hit can suffice 67.98 deg
least hits: beyond 90 deg 5; full 180 deg 9
kept energy fraction at largest deflection 0.4546
Newton: p 0.01 nm, deflection 11.62 deg, kept fraction 0.2327
Newton: p 0.03 nm, deflection 21.83 deg, kept fraction 0.4098
Newton: p 0.06 nm, deflection 17.21 deg, kept fraction 0.7435
Newton: p 0.10 nm, deflection 7.49 deg, kept fraction 0.9541
best kept fraction, 90 deg in 5 hits: 0.1881
best kept fraction, 90 deg in 10 hits: 0.5025
best kept fraction, 90 deg in 20 hits: 0.7171
best kept fraction, 90 deg in 50 hits: 0.8765
half-circle: 12 hits of 15.0 deg, cm 58.65 deg
half-circle p from 0.0679 to 0.1214 nm
half-circle deepest point 0.963 nm
half-circle energy inside at exit 79.7 eV
log10 probability of sampled half-circle bundle -66.5
ions started 24000; with reflected descendants 106
reflection, normal incidence 3.59e-06 +- 4.3e-07
reflected dose 3.59e+09 cm^-2
reflected ions: least hits 10, mean hits 15.1
reflected ions: mean exit energy 6.7 eV
reflected ions: mean largest deflection 21.68 deg
mean depth of stopped ions 3.77 nm
reflection at 60 deg tilt 7.35e-02 +- 1.9e-03
same at 60 deg without copying 7.10e-02 +- 1.0e-03
reflection at 80 deg tilt 0.6347 +- 0.0048
control, projectile mass 14 u: 0.1244 +- 0.0027
reflection with electronic drag: 1.50e-06 +- 4.4e-07
reflection with displaced collision points: 1.31e-06 +- 2.9e-07
reflection with half flight, wider p: 8.72e-06 +- 1.1e-06
reflection with half surface barrier: 9.73e-06 +- 2.4e-06
electronic drag at start 28.4 eV/nm
Si mass 28.976 u: limit 22.75 deg, least hits 4
Si mass 29.974 u: limit 23.58 deg, least hits 4
thermal Si speed / initial As speed at 300 K: 0.0102
rough As-to-Si atom ratio after the dose: 0.027
rough <100> channelling angle 11.5 deg
```
